# Two d Electrons in Ideal Prismatic and Octahedral Ligand Cages: a program that tests the result

```python
# RESULT UNDER TEST: two d electrons can fill the lowest level of an ideal
# trigonal prism (a1' + e' + e'') but not of a regular octahedron (t2g + eg).
# Symbols: x = cos^2(polar angle of ligands); D = d level minus ligand p level;
# VS, VP = p-d sigma and pi couplings; lambda = eigenvalue of T T^t, T being the
# d-to-ligand coupling; d-like energy E = -D/2 + sqrt(D^2/4 + lambda).
# B, C = Racah parameters. Energies in eV, lengths in nm.
# All material parameters are rough round values for a disulfide-like layer.
import numpy as np
from itertools import permutations
from scipy.optimize import brentq
from scipy.special import eval_legendre
from scipy import constants as sc

A_LAT, D, VS, VP = 0.316, 4.0, 3.5, -1.2
RACAH_B, RACAH_C = 0.04, 0.16
XI = 0.08                          # spin-orbit constant
Z_LIG, R_SHELL = 0.5, 0.09         # ligand charge (e), d shell radius
DDS, DDP, DDD = -0.8, 0.3, 0.1     # metal-metal hopping sigma, pi, delta
TEMP = 300.0
X_PRISM, X_OCT = 3 / 7, 1 / 3

# d orbitals as traceless symmetric tensors: z2, x2-y2, xy, xz, yz
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[1] = np.diag([1, -1, 0]) / np.sqrt(2)
for n, (i, j) in enumerate([(0, 1), (0, 2), (1, 2)]):
    Q[n + 2, i, j] = Q[n + 2, j, i] = 1 / np.sqrt(2)


def cage(x, staggered):
    """Unit vectors to three upper and three lower ligands."""
    s, c = np.sqrt(1 - x), np.sqrt(x)
    top = np.radians([30, 150, 270])
    low = top + (np.pi / 3 if staggered else 0)
    return np.array([[s * np.cos(p), s * np.sin(p), c] for p in top]
                    + [[s * np.cos(p), s * np.sin(p), -c] for p in low])


def coupling(u, vs=VS, vp=VP):
    """5 x 3 coupling of the d orbitals to the p orbitals of a ligand along u."""
    qu = Q @ u
    s = qu @ u
    radial = s[:, None] * u
    return vs * np.sqrt(1.5) * radial + vp * np.sqrt(2) * (qu - radial)


def lam_matrix(dirs, vs=VS, vp=VP):
    return sum(coupling(u, vs, vp) @ coupling(u, vs, vp).T for u in dirs)


def level(lam):
    return -D / 2 + np.sqrt(D * D / 4 + lam)


def cluster_levels(dirs):
    """All 23 levels of five d and eighteen ligand p orbitals."""
    h = np.diag([0.0] * 5 + [-D] * 18)
    h[:5, 5:] = np.hstack([coupling(u) for u in dirs])
    h[5:, :5] = h[:5, 5:].T
    return np.linalg.eigvalsh(h)


def multiplicities(values, tol=1e-7):
    cuts = np.where(np.diff(values) > tol)[0] + 1
    return [len(g) for g in np.split(values, cuts)]


prism, octa = cage(X_PRISM, False), cage(X_OCT, True)


# --- symmetry: find the cage groups and average an arbitrary operator -----
def cage_group(dirs):
    ops, inv = [], np.linalg.pinv(dirs)
    for p in permutations(range(6)):
        target = dirs[list(p)]
        o = inv @ target
        if np.allclose(dirs @ o, target) and np.allclose(o.T @ o, np.eye(3)):
            ops.append(o.T)
    return ops


def averaged_operator(ops):
    a = np.random.default_rng(7).normal(size=(5, 5))
    a = a + a.T
    total = np.zeros((5, 5))
    for o in ops:
        rep = np.einsum('iab,bc,jcd,ad->ij', Q, o, Q, o)
        total += rep @ a @ rep.T
    return total / len(ops)


g_oct, g_pri = cage_group(octa), cage_group(prism)
g_layer = [o for o in g_oct if abs(abs(o[2, 2]) - 1) < 1e-8]
assert (len(g_oct), len(g_pri), len(g_layer)) == (48, 12, 12)
pattern = [sorted(multiplicities(np.linalg.eigvalsh(averaged_operator(g))))
           for g in (g_oct, g_pri, g_layer)]
assert pattern == [[2, 3], [1, 2, 2], [1, 2, 2]]
assert np.allclose(averaged_operator(g_pri)[0, 1:], 0)  # the singlet is z2


# --- closed level formulas against the full cluster -----------------------
def prism_lambda(x, s2=VS**2, p2=VP**2):
    return np.array([1.5 * (3*x - 1)**2 * s2 + 18 * x * (1 - x) * p2,
                     2.25 * (1 - x)**2 * s2 + 3 * (1 - x*x) * p2,
                     9 * x * (1 - x) * s2 + 3 * ((2*x - 1)**2 + x) * p2])


for x in (0.25, X_OCT, X_PRISM, 0.55):
    a, e1, e2 = level(prism_lambda(x))
    assert np.allclose(cluster_levels(cage(x, False))[-5:],
                       np.sort([a, e1, e1, e2, e2]), atol=1e-9)
lev_pri, lev_oct = cluster_levels(prism), cluster_levels(octa)
t2g, eg = level(4 * VP**2), level(3 * VS**2)
assert np.allclose(lev_oct[-5:], [t2g] * 3 + [eg] * 2, atol=1e-9)
lam_p = prism_lambda(X_PRISM)
a1, e1, e2 = level(lam_p)
gap = e1 - a1
assert a1 < e1 < e2


def order_function(ratio):
    m = lam_matrix(prism, 1.0, np.sqrt(ratio))
    return m[1, 1] - m[0, 0]


ratio_limit = brentq(order_function, 0.01, 0.9)
assert abs(ratio_limit - 5 / 16) < 1e-9
x_limit = brentq(lambda x: prism_lambda(x)[0] - prism_lambda(x)[1], X_PRISM, 0.7)
height_limit = np.sqrt(4 * x_limit / (3 * (1 - x_limit)))
total_diff = (2 * lev_pri[:19].sum()) - (2 * lev_oct[:19].sum())
frontier_diff = 2 * (a1 - t2g)


# --- point-charge field by direct angular quadrature ----------------------
def sphere(nt, nphi):
    z, w = np.polynomial.legendre.leggauss(nt)
    p = 2 * np.pi * np.arange(nphi) / nphi
    zz, pp = np.meshgrid(z, p, indexing='ij')
    s = np.sqrt(1 - zz**2)
    pts = np.stack([s * np.cos(pp), s * np.sin(pp), zz], -1).reshape(-1, 3)
    return pts, np.repeat(w, nphi) * 2 * np.pi / nphi


def harmonics(pts):
    return np.sqrt(15 / (8 * np.pi)) * np.einsum('pa,iab,pb->ip', pts, Q, pts)


pts, wts = sphere(60, 120)
dens = harmonics(pts)**2 * wts


def charge_split(rho):
    pot = sum(1 / np.linalg.norm(rho * pts - u, axis=1) for u in prism)
    return (dens[1] - dens[0]) @ pot


def charge_formula(rho):
    return 6 / 49 * (5 * rho**4 - 4 * rho**2)


for rho in (0.3, 0.6):
    assert abs(charge_split(rho) - charge_formula(rho)) < 1e-8
r_bond = A_LAT * np.sqrt(1 / 3 + 1 / 4)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # eV nm
charge_shift = Z_LIG * coulomb / r_bond * charge_split(R_SHELL / r_bond)

# --- two interacting electrons -------------------------------------------
p2, w2 = sphere(8, 16)
y = harmonics(p2)
pair = (y[:, None] * y[None] * w2).reshape(25, -1)
cosg = np.clip(p2 @ p2.T, -1, 1)
slater = {k: (pair @ eval_legendre(k, cosg) @ pair.T).reshape(5, 5, 5, 5)
          for k in (2, 4)}
swap = np.eye(25).reshape(5, 5, 5, 5).transpose(1, 0, 2, 3).reshape(25, 25)
sw_val, sw_vec = np.linalg.eigh(swap)
sym, anti = sw_vec[:, sw_val > 0], sw_vec[:, sw_val < 0]


def repulsion(b, c):
    return (49 * b + 7 * c) * slater[2] + 12.6 * c * slater[4]


def terms(h, b, c):
    """Singlet and triplet energies of two d electrons."""
    v = repulsion(b, c).transpose(0, 2, 1, 3).reshape(25, 25)
    full = np.kron(h, np.eye(5)) + np.kron(np.eye(5), h) + v
    return [np.linalg.eigvalsh(u.T @ full @ u) for u in (sym, anti)]


def site_matrix(dirs):
    val, vec = np.linalg.eigh(lam_matrix(dirs))
    return vec @ np.diag(level(val)) @ vec.T


h_pri, h_oct = site_matrix(prism), site_matrix(octa)
v = repulsion(RACAH_B, RACAH_C)
pair_cost = v[0, 0, 0, 0] - v[0, 0, 1, 1] + v[0, 1, 0, 1]
assert abs(pair_cost - (12 * RACAH_B + 3 * RACAH_C)) < 1e-9


def triplet_minus_singlet(h, b):
    s, t = terms(h, b, 4 * b)
    return t[0] - s[0]


assert abs(triplet_minus_singlet(h_pri, 1e-4) - (gap - 24e-4)) < 5e-6
b_limit = brentq(lambda b: triplet_minus_singlet(h_pri, b), 1e-4, 0.2)
st_pri = triplet_minus_singlet(h_pri, RACAH_B)
st_oct = triplet_minus_singlet(h_oct, RACAH_B)
assert st_oct < 0
oct_orbital = multiplicities(terms(h_oct, RACAH_B, RACAH_C)[1])[0]
assert oct_orbital == 3

# --- spin-orbit coupling --------------------------------------------------
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
rot = np.array([[[np.trace(qi @ (-g @ qj + qj @ g)) for qj in Q] for qi in Q]
                for g in eps])
assert np.allclose(-sum(r @ r for r in rot), 6 * np.eye(5))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin_orbit = XI / 2 * sum(np.kron(1j * r, s) for r, s in zip(rot, pauli))
so_pri = np.linalg.eigvalsh(np.kron(h_pri, np.eye(2)) + spin_orbit)
so_oct = np.linalg.eigvalsh(np.kron(h_oct, np.eye(2)) + spin_orbit)
assert multiplicities(so_pri)[0] == 2 and multiplicities(so_oct)[0] == 4


# --- trigonal distortion of the octahedron --------------------------------
def trigonal_lambda(x):
    m = lam_matrix(cage(x, True))
    return m[0, 0], np.linalg.eigvalsh(m[1:, 1:])[0]


dx = 1e-4
up, dn = trigonal_lambda(X_OCT + dx), trigonal_lambda(X_OCT - dx)
slope = ((up[0] - up[1]) - (dn[0] - dn[1])) / (2 * dx)
assert abs(slope / (9 * VP**2) - 1) < 1e-3
theta_oct = np.arccos(np.sqrt(X_OCT))
flat, tall = [np.subtract(*level(np.array(trigonal_lambda(
    np.cos(theta_oct + np.radians(t))**2)))) for t in (2, -2)]
assert flat < 0 < tall

# --- layer bands: five d and six p orbitals per cell ----------------------
bonds = np.array([[np.cos(t), np.sin(t), 0] for t in np.radians([0, 60, 120])])


def metal_hop(u):
    m = np.einsum('a,aij->ij', u, rot)
    m, one = -m @ m, np.eye(5)
    return (DDS * (m - one) @ (m - 4 * one) / 4 - DDP * m @ (m - 4 * one) / 3
            + DDD * m @ (m - one) / 12)


def layer(dirs, k):
    pos = dirs[:, :2] / np.linalg.norm(dirs[:, :2], axis=1)[:, None] / np.sqrt(3)
    phase = np.exp(1j * k @ pos.T)
    h = np.zeros((len(k), 11, 11), complex)
    for n, u in enumerate(dirs):
        c = 5 if n < 3 else 8
        h[:, :5, c:c + 3] += phase[:, n, None, None] * coupling(u)
    pd = h[:, :5, 5:].copy()
    h[:, 5:, :5] = pd.conj().transpose(0, 2, 1)
    h[:, range(5, 11), range(5, 11)] = -D
    for u in bonds:
        h[:, :5, :5] += 2 * np.cos(k @ u[:2])[:, None, None] * metal_hop(u)
    return h, pd


N = 36
f = np.arange(N) / N
b1, b2 = 2*np.pi*np.array([1, -1/np.sqrt(3)]), 2*np.pi*np.array([0, 2/np.sqrt(3)])
mesh = np.array([i * b1 + j * b2 for i in f for j in f])
bands = {}
for name, dirs in (('prism', prism), ('octahedron', octa)):
    h, pd = layer(dirs, mesh)
    mean = np.mean(pd @ pd.conj().transpose(0, 2, 1), axis=0)
    assert np.allclose(mean, lam_matrix(dirs), atol=1e-9)
    e = np.linalg.eigvalsh(h)
    bands[name] = (e[:, 7].min() - e[:, 6].max(), (e[:, 7] - e[:, 6]).min(),
                   np.ptp(e[:, 6]), (e[:, 7] - e[:, 6]).mean())
special = np.array([[0.0, 0.0], [4 * np.pi / 3, 0.0]])
vec = np.linalg.eigh(layer(prism, special)[0])[1][:, :5, 6]
z2_share = abs(vec[:, 0])**2 / (abs(vec)**2).sum(axis=1)
kt = sc.k * TEMP / sc.e

print(f"metal spacing = {A_LAT:.3f} nm; prism bond = {r_bond:.4f} nm")
print(f"D = {D:.1f} eV; V_sigma = {VS:.1f} eV; V_pi = {VP:.1f} eV")
print("group orders octahedron, prism, D3d:", len(g_oct), len(g_pri), len(g_layer))
print("degeneracies octahedron, prism, D3d:", *pattern)
print("prism lambda a1', e', e'' (eV^2):", *np.round(lam_p, 3))
print(f"prism a1' = {a1:.3f} eV; e' = {e1:.3f} eV; e'' = {e2:.3f} eV")
print(f"prism gap e' - a1' = {gap:.3f} eV = {gap*sc.e/sc.value('Hartree energy'):.4f} hartree")
print(f"octahedron lambda t2g, eg = {4*VP**2:.3f}, {3*VS**2:.3f} eV^2")
print(f"octahedron t2g = {t2g:.3f} eV; eg = {eg:.3f} eV; split = {eg-t2g:.3f} eV")
print(f"filling of lowest level: prism {2/2:.3f}, octahedron {2/6:.3f}")
print(f"V_pi^2/V_sigma^2 = {VP**2/VS**2:.4f}; limit = {ratio_limit:.4f}")
print(f"largest prism height/edge with a1' lowest = {height_limit:.3f}")
print(f"two frontier electrons, prism - octahedron = {frontier_diff:.3f} eV")
print(f"all 38 cluster electrons, prism - octahedron = {total_diff:.3f} eV")
print(f"ligand charge = {Z_LIG:.1f} e; d shell radius = {R_SHELL:.2f} nm")
print(f"point-charge change of prism gap = {charge_shift:.3f} eV")
print(f"Racah B = {RACAH_B:.3f} eV; C = {RACAH_C:.3f} eV")
print(f"first-order pairing cost 12B+3C = {pair_cost:.3f} eV")
print(f"prism triplet - singlet, full d2 = {st_pri:.3f} eV")
print(f"octahedron triplet - singlet, full d2 = {st_oct:.3f} eV")
print(f"octahedron ground triplet orbital degeneracy = {oct_orbital}")
print(f"prism singlet needs B below (C=4B) = {b_limit:.4f} eV")
print(f"first-order estimate of that B = {gap/24:.4f} eV")
print(f"spin-orbit constant = {XI:.3f} eV")
print(f"prism gap with spin-orbit = {so_pri[2]-so_pri[0]:.3f} eV")
print(f"octahedron: lowest spin-orbit level holds {multiplicities(so_oct)[0]}")
print(f"octahedron: next spin-orbit level above by {so_oct[4]-so_oct[0]:.3f} eV")
print(f"a1g - e, octahedron flattened 2 deg = {flat:.4f} eV")
print(f"a1g - e, octahedron elongated 2 deg = {tall:.4f} eV")
print(f"kT at {TEMP:.0f} K = {kt:.4f} eV; 2exp(-gap/kT) = {2*np.exp(-gap/kt):.1e}")
print(f"d-d hopping sigma, pi, delta = {DDS}, {DDP}, {DDD} eV")
for name, (ind, direct, width, sep) in bands.items():
    print(f"{name} layer: min(band 2) - max(band 1) = {ind:.3f} eV")
    print(f"{name} layer: least same-k separation = {direct:.4f} eV")
    print(f"{name} layer: width of lowest d band = {width:.3f} eV")
    print(f"{name} layer: mean band separation = {sep:.3f} eV")
print(f"prism lowest d band, z2 share of d part: Gamma {z2_share[0]:.3f}, K {z2_share[1]:.3f}")
print("success")
```

Running it gives:

```
metal spacing = 0.316 nm; prism bond = 0.2413 nm
D = 4.0 eV; V_sigma = 3.5 eV; V_pi = -1.2 eV
group orders octahedron, prism, D3d: 48 12 12
degeneracies octahedron, prism, D3d: [2, 3] [1, 2, 2] [1, 2, 2]
prism lambda a1', e', e'' (eV^2): 7.848 12.527 28.94
prism a1' = 1.442 eV; e' = 2.065 eV; e'' = 3.739 eV
prism gap e' - a1' = 0.623 eV = 0.0229 hartree
octahedron lambda t2g, eg = 5.760, 36.750 eV^2
octahedron t2g = 1.124 eV; eg = 4.384 eV; split = 3.259 eV
filling of lowest level: prism 1.000, octahedron 0.333
V_pi^2/V_sigma^2 = 0.1176; limit = 0.3125
largest prism height/edge with a1' lowest = 1.130
two frontier electrons, prism - octahedron = 0.636 eV
all 38 cluster electrons, prism - octahedron = -1.188 eV
ligand charge = 0.5 e; d shell radius = 0.09 nm
point-charge change of prism gap = -0.168 eV
Racah B = 0.040 eV; C = 0.160 eV
first-order pairing cost 12B+3C = 0.960 eV
prism triplet - singlet, full d2 = -0.201 eV
octahedron triplet - singlet, full d2 = -0.570 eV
octahedron ground triplet orbital degeneracy = 3
prism singlet needs B below (C=4B) = 0.0292 eV
first-order estimate of that B = 0.0260 eV
spin-orbit constant = 0.080 eV
prism gap with spin-orbit = 0.544 eV
octahedron: lowest spin-orbit level holds 4
octahedron: next spin-orbit level above by 0.123 eV
a1g - e, octahedron flattened 2 deg = -0.0413 eV
a1g - e, octahedron elongated 2 deg = 0.0955 eV
kT at 300 K = 0.0259 eV; 2exp(-gap/kT) = 6.8e-11
d-d hopping sigma, pi, delta = -0.8, 0.3, 0.1 eV
prism layer: min(band 2) - max(band 1) = 0.976 eV
prism layer: least same-k separation = 1.4972 eV
prism layer: width of lowest d band = 1.463 eV
prism layer: mean band separation = 2.261 eV
octahedron layer: min(band 2) - max(band 1) = -0.671 eV
octahedron layer: least same-k separation = 0.0000 eV
octahedron layer: width of lowest d band = 1.748 eV
octahedron layer: mean band separation = 1.131 eV
prism lowest d band, z2 share of d part: Gamma 1.000, K 0.000
success
```
